Electron energy distribution in a steady field with elastic collisions

In a weakly ionized processing gas the electrons draw energy from the electric field and give it up to the atoms. How the energy is distributed over the electrons decides how many are fast enough to excite, ionize or dissociate. This problem treats the case in which elastic collisions alone take the energy away.

Electrons of mass m and charge −e move in a uniform steady field of magnitude E. The atoms have mass M ≫ m and number density N, and are at rest until part (f). The momentum-transfer cross section is

σ = ∫ (1 − cosχ) (dσ/dΩ) dΩ,

where χ is the scattering angle and dσ/dΩ the differential cross section. We take σ to be independent of energy and write λ = 1/(Nσ). Electron-electron collisions, inelastic collisions and walls are left out. The z axis points along the force, a = eE/m is the acceleration, θ is the angle between the velocity and z, and ε = mv²/2. Results hold to leading order in m/M.

**(a) At what rates does an electron of speed v lose momentum and energy in collisions?**

The centre of mass of electron and atom moves with velocity m**v**/(m + M). An elastic collision keeps the relative speed v and turns the relative velocity into a new direction **n**, at angle χ to **v**. The electron leaves with

**v**′ = (m**v** + Mv**n**)/(m + M).

Its component along the old direction is v(m + M cosχ)/(m + M), so the loss of forward velocity is

v M(1 − cosχ)/(m + M) ≈ v(1 − cosχ).

Squaring **v**′ gives

v′² = v² (m² + M² + 2mM cosχ)/(m + M)²
 = v² [1 − 2mM(1 − cosχ)/(m + M)²].

The energy loss per collision is therefore (2m/M)(1 − cosχ)ε to leading order. Collisions into dΩ occur at the rate Nv(dσ/dΩ)dΩ. Both losses contain the factor 1 − cosχ, so both sums over angle give σ. Forward momentum is lost at the fractional rate Nσv = v/λ, and

dε/dt = −(2m/M)(v/λ) ε.

Since dε = mv dv, the speed falls on average as

dv/dt = −(m/M) v²/λ.

Direction is thus lost in about one collision, but energy only in about M/2m collisions. The velocities should therefore be nearly isotropic.

**(b) Write the velocity distribution as f = f0(v) + f1(v) cosθ, normalized to one electron. How is f1 tied to f0?**

In a steady uniform state the kinetic equation is

a ∂f/∂v_z = (change of f by collisions).

On the left, f0 gives a f0′ cosθ, where the prime means d/dv. For the other term write f1 cosθ = (f1/v)v_z. Its derivative is

f1/v + v cos²θ (f1/v)′,

which has an isotropic part and a second-order angular part, but no part proportional to cosθ.

On the right, the heavy atoms turn the velocity almost without changing its length. Averaged over azimuth, a turn through χ replaces cosθ by cosθ cosχ. The collision term for f1 is then

Nv ∫ (cosχ − 1)(dσ/dΩ)dΩ f1 cosθ = −(v/λ) f1 cosθ.

Collisions acting on f0 produce nothing with an angular dependence, because atoms at rest single out no direction. Equating the cosθ parts gives

f1 = −(aλ/v) f0′.

Since f0 falls with speed, f1 is positive and the electrons drift along the force. This small directed part cannot be dropped: without it the field would do no net work.

**(c) Find f0 by counting the electrons that cross a sphere of radius v in velocity space.**

The field carries every point of velocity space along z at the rate a. The outward flow through the sphere is

∫ (f0 + f1 cosθ) a cosθ v² dΩ = (4π/3) a v² f1,

because cosθ averages to zero over the sphere and cos²θ to 1/3.

Collisions lower the speed in steps that are a fraction of order m/M of v. To leading order they act as a steady slowing at the rate found in (a), so the inward flow is

4πv² f0 (m/M) v²/λ.

The f1 term drops out of this flow, again because cosθ averages to zero.

In the steady state the number of electrons inside the sphere is constant. Nothing creates or removes electrons, so the two flows are equal at every v:

(4π/3) a v² f1 = 4π (m/M) v⁴ f0/λ,
f1 = 3(m/M) v² f0/(aλ).

Inserting f1 from (b) gives

−(aλ/v) f0′ = 3(m/M) v² f0/(aλ),
f0′/f0 = −3m v³/(M a²λ²).

Integration over v yields

ln f0 = −3m v⁴/(4M a²λ²) + constant.

Now put v⁴ = 4ε²/m² and a² = e²E²/m². The powers of m from these two substitutions cancel:

ln f0 = −3m ε²/(M e²E²λ²) + constant.

The isotropic part is therefore

f0 = A exp(−ε²/ε0²), ε0 = eEλ √(M/3m).

This is the Druyvesteyn distribution. It is the density in velocity space. The number of electrons per unit energy is proportional to v² f0 dv/dε, that is, to √ε exp(−ε²/ε0²).

The square in the exponent comes from the constant cross section. Suppose instead that the collision frequency ν is constant, and replace v/λ by ν throughout. Then f1 = −(a/ν)f0′, the slowing rate is (m/M)νv, and the balance a f1/3 = (m/M)νv f0 gives

f0′/f0 = −3mν²v/(M a²), f0 ∝ exp[−3ν²ε/(M a²)].

That is a Maxwell distribution with kT_e = M a²/(3ν²). With constant σ the collision frequency v/λ rises with speed. Fast electrons are then heated less effectively and cooled more often, and the tail is cut off more steeply.

**(d) Find the mean energy, the fraction of electrons above a given energy, and the drift speed. Does the power balance?**

With t = ε²/ε0² the energy integrals become gamma functions:

∫₀^∞ ε^p exp(−ε²/ε0²) dε = ½ ε0^(p+1) Γ((p+1)/2).

The normalization has p = 1/2 and the mean energy p = 3/2, so

⟨ε⟩ = ε0 Γ(5/4)/Γ(3/4) = 0.740 ε0.

With p = 5/2 and Γ(7/4) = (3/4)Γ(3/4), one finds ⟨ε²⟩ = (3/4)ε0². The fraction above ε is the same normalization integral started at ε:

P(ε) = Γ(3/4, ε²/ε0²)/Γ(3/4),

where Γ(s, x) is the integral of t^(s−1) e^(−t) from x to infinity.

For the drift, define v0 by ε0 = mv0²/2, so that f0 = A exp(−v⁴/v0⁴). The substitution t = v⁴/v0⁴ gives

∫₀^∞ v^q exp(−v⁴/v0⁴) dv = ¼ v0^(q+1) Γ((q+1)/4).

The condition ∫4πv² f0 dv = 1 then fixes A = 1/[π v0³ Γ(3/4)]. The drift speed is the average of v cosθ:

w = (4π/3) ∫ v³ f1 dv = −(4πaλ/3) ∫ v² f0′ dv = (8πaλ/3) ∫ v f0 dv.

The last step is an integration by parts, whose boundary terms vanish. The remaining integral is A v0² √π/4, because Γ(1/2) = √π. Hence

w = 2√π aλ/[3Γ(3/4) v0] = 0.964 aλ/v0.

Since v0² is proportional to E, the drift speed grows as √E and the mobility w/E falls as 1/√E.

The field supplies each electron with the power

eEw = 2√π m a²λ/[3Γ(3/4) v0].

By (a), collisions remove (2m/M)⟨vε⟩/λ = (m²/Mλ)⟨v³⟩. The integral with q = 5, where Γ(3/2) = √π/2, gives ⟨v³⟩ = √π v0³/[2Γ(3/4)], so the loss is

√π m² v0³/[2Γ(3/4) Mλ].

The two are equal if v0⁴ = 4M a²λ²/(3m), which is the value of v0⁴ found in (c).

**(e) When is it legitimate to keep only two angular terms?**

From (c), with v² = 2ε/m and aλ = eEλ/m,

f1/f0 = 6mε/(M eEλ).

Since eEλ = ε0√(3m/M), this becomes

f1/f0 = 2(ε/ε0) √(3m/M).

The next angular term, f2, is produced from f1 by the field and destroyed within about one collision time. Near ε0 its size relative to f1 is of order aλ/v0² = eEλ/(2ε0), again of order √(m/M). Thus f2/f0, and with it the correction to the equation for f1, is of order m/M. The expansion fails far out in the tail: f1 reaches f0 at ε = ε0√(M/12m), and beyond that f would be negative in some directions. The value of f0 itself becomes inaccurate well before that energy, because small relative errors in the slope of ln f0 add up along the tail.

A simulation can avoid the angular expansion altogether. Take M/m = 300 and units in which m = λ = eE = 1, so that ε0 = 10. Follow 2000 electrons through free flights and random collisions, using the full expression for **v**′ in (a). After 200 time units for settling, average over 350 more. One run used isotropic scattering. The other used an angular law proportional to 1 + cosχ, with the total cross section raised by 3/2 to keep σ the same.

Formula / isotropic / forward-biased:
- mean energy: 7.40 / 7.44 / 7.43
- drift speed: 0.216 / 0.214 / 0.216
- fraction above ε0: 0.260 / 0.262 / 0.263
- mean cosθ within 10% of ε0: 0.0667 / 0.0655 / 0.0658

The formula in the last line is f1/(3f0) at ε0; averaged over the same energy shell as the simulation it is 0.0663. The differences are below 2% of the formula values. Corrections of order m/M and sampling noise both contribute, and these runs do not separate them. The two angular laws agree to the same degree, as expected if only σ matters to leading order in m/M.

**(f) How does a gas temperature T change the result?**

Moving atoms can also give energy to an electron. This adds to the collisional flow a diffusion term proportional to f0′. Its coefficient follows from the requirement that the flow vanish, without a field, for a Maxwell distribution at T, for which f0′ = −(mv/kT)f0. The inward flow is therefore

4πv² (m/M)(v²/λ) [f0 + (kT/mv) f0′].

Set this equal to the field's outward flow, −(4π/3)a²λ v f0′, and divide by 4πv²(m/M)(v²/λ):

−[M a²λ²/(3m v³)] f0′ = f0 + (kT/mv) f0′.

With f0′ = mv df0/dε, the left-hand coefficient becomes M a²λ²/(3v²) = M e²E²λ²/(6mε) = ε0²/(2ε). Then

d ln f0/dε = −1/[kT + ε0²/(2ε)] = −(1/kT)[1 − ε0²/(ε0² + 2εkT)],

ln f0 = −ε/kT + [ε0²/(2k²T²)] ln(1 + 2εkT/ε0²) + constant.

As E → 0 the second term vanishes and the Maxwell distribution at T remains. As T → 0, expanding the logarithm to second order gives ε/kT − ε²/ε0². The first piece cancels −ε/kT, and the result of (c) returns. The slope of ln f0 is close to its cold-gas value where kT ≪ ε0²/(2ε). For f0 itself the change accumulates with energy: the next term of the expansion adds 4kTε³/(3ε0⁴) to ln f0, and this must be small compared with 1. A gas that is cold for the mean energy can therefore still raise the far tail by a large factor.

In the simulation with isotropic scattering, moving atoms with kT = 0.2ε0 gave a mean energy of 9.21. Numerical integration of the formula gives 9.22, and a cold gas would give 7.40.

**(g) Evaluate the result for helium at 5 Torr and 500 K in a field of 3 V/cm, with the rough value σ = 6.5×10⁻¹⁶ cm².**

The gas density is N = p/kT = 9.66×10¹⁶ cm⁻³, so

λ = 1/(9.66×10¹⁶ × 6.5×10⁻¹⁶) cm = 0.0159 cm,
eEλ = 3 × 0.0159 eV = 0.048 eV.

For helium M/m = 7296 and √(M/3m) = 49.3. Therefore

ε0 = 0.0478 × 49.3 eV = 2.36 eV,
⟨ε⟩ = 0.7397 × 2.357 eV = 1.74 eV = 2.8×10⁻¹⁹ J.

An electron gains little in one free path, yet its mean energy is some 36 times larger, because each collision removes so little. The speed scale is v0 = 9.1×10⁵ m/s. Using aλ = v0² eEλ/(2ε0),

w = 0.964 × 9.1×10⁵ × 0.0478/(2 × 2.36) m/s = 8.9×10³ m/s,

and the mobility is 3.0×10⁵ cm²/Vs. At ε0 the ratio f1/f0 is 0.041, so the distribution is close to isotropic.

With the atoms taken at rest, the fraction of electrons above 5 eV is 0.6%. A Maxwell distribution with the same mean energy would have 3.5% there, about six times as many. The formula in (f) raises the 0.6% to 0.8% at 500 K. A mean energy alone therefore does not fix the rate of a process with a threshold.

**(h) Which neglected effects matter most for this example?**

*Temperature and cross section.* At 500 K, kT = 0.043 eV, and the formula in (f) raises the mean energy by 2.1%. Helium's cross section also falls at higher energy. A rough model shape is σ(ε) = 7×10⁻¹⁶ cm²/[1 + (ε/14 eV)²]. The balance in (c) holds at each energy separately, so for varying σ

ln f0 = −∫ (2ε/ε0²) [σ(ε)/σc]² dε + constant,

where σc is the constant value used in ε0. This model shape falls so fast that the integral stays finite as ε → ∞. Then f0 levels off at a tiny constant, about e⁻⁴¹ of its value at ε = 0, and cannot be normalized over all energies. The model is therefore used only up to 40 eV, where f0 is already negligible for the mean. Numerical integration up to that limit gives a mean energy 3.4% lower than with constant σ. The drop comes from the larger low-energy value, 7 against 6.5, which alone would give −7.1%. The fall with energy acts the other way: the same shape starting at 6.5×10⁻¹⁶ cm² raises the mean energy by 4.7%.

*Inelastic loss.* Helium's first excitation lies near 19.8 eV. For an estimate, give all inelastic processes a rough ceiling of 3×10⁻¹⁷ cm² from there to 40 eV, charge 19.8 eV per event, and ignore the depletion of the tail. For atoms at rest, the leading-order formula then gives a ratio of inelastic to elastic loss of about 4×10⁻²⁸ with constant σ, but 2×10⁻⁸ with the falling σ. At 500 K the two values rise to about 6×10⁻²³ and 1×10⁻⁷. The mean energy hardly notices the shape of σ, while this ratio, which depends on the far tail, changes by fifteen to twenty powers of ten. The values for constant σ are only rough: at 20 eV and with atoms at rest f1/f0 is already about 0.34, and the leading-order formula then makes the ratio too low by a factor that depends on the angular law, roughly ten for isotropic scattering and four for the 1 + cosχ law. With the falling σ this error is much smaller. With the falling σ the ratio reaches 1% at about 4.2 V/cm for atoms at rest and 4.1 V/cm at 500 K, but these fields are lower bounds. Near threshold the assumed inelastic rate is several hundred times the elastic energy-loss rate, so the tail above 19.8 eV is strongly depleted and the ratios above are overestimates. With this loss included in the flow balance of (c), the falling σ and atoms at rest give about 6×10⁻¹⁰ at 3 V/cm and 1×10⁻⁴ at 4.2 V/cm, and 1% is reached near 5.3 V/cm.

*Electron-electron collisions.* These drive the distribution towards a Maxwell form. At electron density n their rate is roughly

n e⁴ lnΛ/(4π ϵ² m² v³),

with ϵ the vacuum permittivity and lnΛ ≈ 13. At the mean energy and n = 10⁹ cm⁻³ this is 1.7% of the energy-loss rate (2m/M)v/λ. With lnΛ held fixed, the two are equal near 6×10¹⁰ cm⁻³.

*Space and time.* The energy-loss rate at the mean energy is 1.3×10⁶ s⁻¹. While losing its energy an electron diffuses, with coefficient vλ/3, over a distance of about

√[(vλ/3)/((2m/M)v/λ)] = λ√(M/6m) = 5.6 mm.

The field must be nearly uniform over distances well above this length, and it must change little during one energy-loss time. Frequencies well below 0.2 MHz, the loss rate divided by 2π, satisfy the second condition. A drive at 13.56 MHz is not steady in this sense.

*The real case.* Helium at a few Torr is used to dilute feed gases in plasma deposition, and the pressure and temperature here are of that kind. The field is weak for a discharge that must ionize its own gas: ionization needs electrons beyond the inelastic threshold, so here it must be supplied from elsewhere. Molecular feed gases also break the elastic assumption. At the mean energy an elastic collision costs on average (2m/M)⟨ε⟩ ≈ 0.5 meV when scattering is isotropic, whereas exciting a molecular vibration costs roughly 0.1 to 0.5 eV, with hydrogen near the upper end. That is as much as some 200 to 1000 elastic collisions. Even a small admixture can then lower the mean energy; by how much depends on its cross sections, which this model does not contain. The numbers in (g) are for helium alone.
